\section*{Shift of the cupric/copper potential by ammonia at fixed pH, part 2}

Ammonia lowers the potential $E$ of the couple $\mathrm{Cu^{2+}+2e^-\rightleftharpoons Cu(s)}$ by binding copper. The shift $\Delta E$ is the potential of a solution with ammonia minus that of one without, at the same temperature $T$ and total Cu(II) concentration $C$. Both solutions have the same ionic medium, with fixed activity coefficients absorbed into the constants. Concentrations are in mol/L and are divided by $1\ \mathrm{mol/L}$ in logarithms and formation constants. Cu(I), hydroxo complexes and a fifth ammine are left out, so the shifts do not predict the resting potential of a copper electrode.

Total ammonia is $B$, free ammonia $L$ and ammonium $A=qL$, with $q=10^{\mathrm{p}K_a-\mathrm{pH}}$. Copper with $n$ ammonia ligands has concentration $y_n$ and cumulative formation constant $\beta_n=K_1K_2\cdots K_n$, where $K_n$ are the stepwise constants and $\beta_0=1$. The ligand number has mean $\bar n$ and variance $\sigma^2=d\bar n/d\ln L$, and $D=L+A+C\sigma^2$. $R$ is the gas constant and $F$ the Faraday constant.

The first derivation started from the Nernst equation for the free cupric ion,
\begin{equation}
E=E^\circ+\frac{RT}{2F}\ln[\mathrm{Cu^{2+}}] ,
\label{nernst}
\end{equation}
where $E^\circ$ is the standard potential. With $[\mathrm{Cu^{2+}}]=C/\alpha$, it gave
\begin{align}
\Delta E&=-\frac{RT}{2F}\ln\alpha(L),\qquad
\alpha=\sum_{n=0}^{4}\beta_nL^n,\label{r1}\\
B&=L(1+q)+C\bar n(L),\label{r2}\\
\frac{d\Delta E}{d\mathrm{pH}}&=-\frac{RT\ln10}{2F}\,\frac{\bar nA}{D}.\label{r3}
\end{align}

The model parameters of the first section are $\log_{10}K_n=4.0,\,3.5,\,3.0,\,2.0$ for $n=1,\dots,4$, $\mathrm{p}K_a=9.2$, $C=0.01\ \mathrm{mol/L}$, $B=1\ \mathrm{mol/L}$ and $T=298.15\ \mathrm K$. At pH 9 they give a free cupric ion concentration of $1.617\times10^{-13}\ \mathrm{mol/L}$.

The second derivation seeks the same potential without giving the free ion a special place, from the work of removing copper from the solution as a whole.

\subsection{Potential as work per mole of copper}

Let a small amount $\delta$ of copper per unit volume be deposited reversibly. The solution loses copper, but the ammonia that was bound to it stays behind. Total ammonia is therefore fixed. The pH is fixed by an outside reservoir, with which the solution exchanges protons, each together with a univalent background anion so that the solution stays neutral. All complexes and ammonium readjust during the process.

Let $RT\,\omega(C,B,\mathrm{pH})$ be the free energy per unit volume of the relaxed solution, less the free energy of the protons and accompanying anions drawn from the reservoir. The charge passed is $2F\delta$, and the electrical work delivered is $2FE\delta$. For a reversible process at fixed temperature this equals the loss of free energy:
\begin{equation}
2FE\,\delta=RT\left[\omega(C)-\omega(C-\delta)\right]+k\,\delta .
\end{equation}
The constant $k$ contains solid copper, the reference electrode and the two background anions that balance the charge of each cupric ion. By the assumption of a common medium it is the same in both solutions. Dividing by $\delta$ and letting $\delta\to0$ gives
\begin{equation}
2FE=RT\left(\frac{\partial\omega}{\partial C}\right)_{B,\mathrm{pH}}+k .
\label{work}
\end{equation}
No particular copper species appears here.

\subsection{The free energy of a given composition}

In the fixed medium each solute has a chemical potential $\mu_i=\mu_i^\circ+RT\ln c_i$. A free energy whose derivative with respect to $c_i$ is $\mu_i$ contains the term $c_i\mu_i^\circ+RT(c_i\ln c_i-c_i)$, because the derivative of $c\ln c-c$ is $\ln c$.

The standard values of free $\mathrm{Cu^{2+}}$ and $\mathrm{NH_3}$ may be set to zero. Any other choice adds to $\omega$ a term linear in $C$ and $B$; its derivative with respect to $C$ is a constant that cancels between the two solutions. The standard free energy of forming the $n$th complex from these two is then $\mu_n^\circ=-RT\ln\beta_n$.

For ammonium the proton must be charged to the reservoir. Its effective standard value is $\mu_A^\circ-\mu_{\mathrm H}$. Acid equilibrium with $A=qL$ requires $\mu_A^\circ-\mu_{\mathrm H}+RT\ln(qL)=RT\ln L$, so this value is $-RT\ln q$. Divided by $RT$, the free energy of an arbitrary composition is
\begin{align}
f&=\sum_{n=0}^{4}y_n(\ln y_n-1-\ln\beta_n)\nonumber\\
&\quad+L(\ln L-1)+A(\ln A-1-\ln q).
\label{free}
\end{align}
The relaxed solution minimizes $f$ under the two conditions
\begin{equation}
\sum_n y_n=C,\qquad L+A+\sum_n ny_n=B .
\label{constraints}
\end{equation}
The second derivative of $f$ with respect to each concentration is the inverse of that concentration, which is positive, and there are no mixed terms. Hence $f$ is strictly convex and has one minimum on the bounded set allowed by \eqref{constraints}. At that minimum no concentration is zero: the slope $\ln c$ tends to $-\infty$ at zero, so admitting a little of an absent species lowers $f$.

\subsection{The minimum and its derivative}

Let $\lambda$ and $\nu$ be the Lagrange multipliers of the copper and ammonia conditions. Setting each derivative of $f$ equal to the corresponding combination of multipliers gives
\begin{align}
\ln y_n-\ln\beta_n&=\lambda+n\nu,\label{s1}\\
\ln L&=\nu,\label{s2}\\
\ln A-\ln q&=\nu .\label{s3}
\end{align}
The minimum value of $f$ is $\omega$. When $C$ changes at fixed $B$ and pH, all concentrations move, and
\begin{align}
\frac{\partial\omega}{\partial C}
&=\sum_n(\lambda+n\nu)\frac{\partial y_n}{\partial C}
+\nu\frac{\partial L}{\partial C}+\nu\frac{\partial A}{\partial C}\nonumber\\
&=\lambda\frac{\partial}{\partial C}\sum_ny_n
+\nu\frac{\partial}{\partial C}\Big(L+A+\sum_nny_n\Big)\nonumber\\
&=\lambda\cdot1+\nu\cdot0=\lambda .
\label{envelope}
\end{align}
The last line uses \eqref{constraints}: the first sum is $C$ and the second is the fixed $B$. It remains to find $\lambda$. From \eqref{s1} and \eqref{s2}, $y_n=e^\lambda\beta_nL^n$. Summing over $n$ gives
\begin{equation}
C=e^\lambda\alpha(L),\qquad \lambda=\ln C-\ln\alpha(L).
\end{equation}
Without ammonia the free energy is $C(\ln C-1)$, and its derivative is $\ln C$. Subtracting \eqref{work} for the two solutions removes $k$:
\begin{equation}
\Delta E=\frac{RT}{2F}(\lambda-\ln C)=-\frac{RT}{2F}\ln\alpha(L).
\end{equation}
This is \eqref{r1}. Equations \eqref{s2} and \eqref{s3} give $A=qL$, and the ammonia condition then becomes \eqref{r2}.

Equation \eqref{s1} also explains why the scarce free ion can stand for all the copper. It says that $\mu_n-n\mu_{\mathrm{NH_3}}$ has the same value $RT\lambda$ for every $n$. Depositing copper from the tetraammine and returning four ammonia molecules to the solution requires the same work as depositing the free ion.

The free-energy derivative was tested numerically against \eqref{r1} and \eqref{r2} at pH 5, 7, 9 and 11, for the model parameters of the first section. The composition was found by bringing each elementary reaction to equilibrium in turn, without use of $\alpha$ or the root of \eqref{r2}. The largest difference in the shift was about $2\times10^{-6}\ \mathrm{mV}$, as the numerical output shows.

\subsection{The slope as a count of protons}

The function $\omega$ depends on pH explicitly through the term $-A\ln q$. The changes in composition contribute nothing at fixed totals, by the argument that led to \eqref{envelope}. Since $d\ln q/d\mathrm{pH}=-\ln10$,
\begin{equation}
\left(\frac{\partial\omega}{\partial\mathrm{pH}}\right)_{C,B}=A\ln10 .
\end{equation}
The order of the two derivatives of $\omega$ may be exchanged, so
\begin{equation}
\frac{\partial\lambda}{\partial\mathrm{pH}}
=\frac{\partial^2\omega}{\partial\mathrm{pH}\,\partial C}
=\ln10\left(\frac{\partial A}{\partial C}\right)_{B,\mathrm{pH}} .
\end{equation}
Let $m=-\partial A/\partial C$. This is the number of protons released to the reservoir per added cupric ion, as copper draws ammonia out of ammonium. Then
\begin{equation}
\frac{d\Delta E}{d\mathrm{pH}}=-\frac{RT\ln10}{2F}\,m .
\label{protons}
\end{equation}
Deposition runs the other way and consumes $m$ protons per copper atom. To evaluate $m$, differentiate \eqref{r2} with respect to $C$ at fixed $q$ and $B$:
\begin{equation}
0=\left[L(1+q)+C\sigma^2\right]\frac{\partial\ln L}{\partial C}+\bar n,
\qquad
\frac{\partial\ln L}{\partial C}=-\frac{\bar n}{D}.
\end{equation}
As $A=qL$ with $q$ fixed, $\partial A/\partial C=-A\bar n/D$. Thus $m=\bar nA/D$, and \eqref{protons} is \eqref{r3}.

The same derivative shows how the potential responds to copper itself:
\begin{equation}
\frac{\partial E}{\partial\ln C}
=\frac{RT}{2F}\left(1+\frac{C\bar n^2}{D}\right).
\end{equation}
Added copper raises the potential directly and also by using up ammonia. At pH 9, $C\bar n^2/D=0.01(3.974)^2/0.9605=0.16$. The local response is 16\% larger than for the aqua ion, although copper binds just 4\% of the ammonia.

\subsection{From pH 4 to pH 11}

For the model parameters of the first section, and with Cu(I) excluded as before, the results are as follows.

\begin{center}
\begin{tabular}{rrrrr}
pH & $L$ (mol/L) & $\bar n$ & $\Delta E$ (mV) & slope (mV/pH)\\
4 & $6.31\times10^{-6}$ & 0.06 & $-0.8$ & $-1.8$\\
5 & $6.28\times10^{-5}$ & 0.51 & $-7.3$ & $-15.1$\\
6 & $6.18\times10^{-4}$ & 2.01 & $-42.4$ & $-58.9$\\
7 & $6.07\times10^{-3}$ & 3.24 & $-121.3$ & $-94.8$\\
8 & 0.0571 & 3.85 & $-224.7$ & $-106.9$\\
9 & 0.371 & 3.97 & $-319.2$ & $-72.0$\\
10 & 0.829 & 3.99 & $-360.2$ & $-16.1$\\
11 & 0.945 & 3.99 & $-367.0$ & $-1.8$
\end{tabular}
\end{center}

Up to pH 7 nearly all unbound ammonia is ammonium, and free ammonia rises almost tenfold per pH unit. The slope then follows the ligand number: dividing it by $-29.58\ \mathrm{mV}$ gives $m=3.20$ at pH 7, close to $\bar n=3.24$. At pH 9 the ligand number is higher, but $m$ has fallen to 2.44, since much of the ammonia is already free. At pH 11 almost no ammonium is left to supply more, and $m$ is only 0.06. So small a value depends on leaving out hydroxo complexes. Forming a complex with one hydroxide releases about one proton, so if 6\% of the copper were in such a form, the slope would roughly double.

\subsection{Solid hydroxide}

The result requires that no hydroxide precipitates. Take the further model values $\mathrm{p}K_w=14$ and $\log_{10}K_{sp}=-19$, and let $Q=[\mathrm{Cu^{2+}}][\mathrm{OH^-}]^2$. Then
\begin{equation}
\log_{10}Q=\log_{10}(C/\alpha)+2(\mathrm{pH}-\mathrm{p}K_w).
\end{equation}
By \eqref{protons}, $\log_{10}(C/\alpha)$ falls by $m$ per unit of pH, so the slope of $\log_{10}Q$ is $2-m$. It changes sign where $m=2$. At pH 6, $m=58.91/29.58=1.99$, and there the computed product has its highest value between pH 4 and 11, $\log_{10}Q=-19.43$. With this $K_{sp}$ the ammonia solution thus stays undersaturated over the table, but at pH 6 only by a factor of $10^{0.43}=2.7$. The conclusion depends on the solid: with $\log_{10}K_{sp}=-20$, for instance, the solution would be supersaturated at pH 6. Above pH 9.2, $m$ drops below 2 again and $Q$ rises, reaching $K_{sp}$ at pH 11.71 if hydroxo complexes are still left out.

The reference solution is less fortunate. With $\alpha=1$, the limit lies at $\mathrm{pH}=14+\tfrac12(-19+2)=5.50$. Above it, $\Delta E$ is measured from a hypothetical solution in which all copper remains aqua ion, with neither precipitation nor hydroxo complexes. Against a solution in equilibrium with the solid, the difference is smaller. At pH 9 the solid holds free copper at $10^{-19}/10^{-10}=10^{-9}\ \mathrm{mol/L}$, and the difference is $12.85\ln(1.617\times10^{-13}/10^{-9})=-112\ \mathrm{mV}$ instead of $-319\ \mathrm{mV}$.

\subsection{What each derivation assumes}

Both derivations use the same constants, medium and list of species, and both fail in the same way if a relevant species is missing. They differ in what must be at equilibrium. The first needs the electrode to be in equilibrium with free cupric ion; complexation enters afterwards, to find how much of that ion there is. If the complexes exchange ligands too slowly, $C/\alpha$ no longer gives the free-ion concentration. The Nernst equation then holds with the actual concentration only if the electrode is in equilibrium with the free ion. An electrode that also exchanges copper directly with the complexes takes a mixed potential instead. The second needs the whole solution to relax while copper is removed. Without that, $\omega$ is not the free energy of the solution and \eqref{work} does not apply.

They also differ in their use of ideal behaviour. The first puts concentrations into each equilibrium expression. If activity coefficients vary with composition, every such expression must be changed. In the second, \eqref{work} and \eqref{protons} rest on reversible work and the exchange of derivatives, with pH standing for the chemical potential of the proton. They survive such variation, provided that $k$ stays the same and $m$ counts all protons released. But $k$ contains the background anions, whose activity coefficient changes along with the others. The relations then hold for the neutral combinations, copper with two anions and the proton with one, and only approximately for a potential and a pH defined through single ions. The logarithmic form of $f$, and with it $\ln\alpha$ and $m=\bar nA/D$, does not survive. This matters at $1\ \mathrm{mol/L}$ ammonia, where turning ammonia into ammonium can itself change the ionic medium. For a real solution the constants must therefore be those of the medium at the pH in question.

\section*{Table of computed values}
\begin{verbatim}
temperature: 298.15 K
RT/2F: 12.8463 mV
RT ln10/2F: 29.580 mV per decade
model log10 K_1..K_4: [4.0, 3.5, 3.0, 2.0]
log10 beta_1..beta_4: [4.0, 7.5, 10.5, 12.5]
model pKa: 9.2, pKw: 14.0, log10 Ksp: -19.0
total Cu(II): 0.01 mol/L, total ammonia: 1.0 mol/L
pH | free NH3 mol/L | nbar | shift mV | slope mV per pH
 4 | 6.3056e-06 | 0.0616 | -0.80 | -1.82
 5 | 6.2769e-05 | 0.5116 | -7.26 | -15.07
 6 | 6.1790e-04 | 2.0075 | -42.42 | -58.91
 7 | 6.0670e-03 | 3.2383 | -121.26 | -94.80
 8 | 5.7068e-02 | 3.8460 | -224.71 | -106.86
 9 | 3.7149e-01 | 3.9736 | -319.20 | -72.05
10 | 8.2877e-01 | 3.9880 | -360.25 | -16.14
11 | 9.4513e-01 | 3.9895 | -366.98 | -1.84
worked case, pH 9:
q = [NH4+]/[NH3]: 1.58489
free NH3: 0.37149 mol/L, NH4+: 0.58877 mol/L
ammonia bound to copper: 0.03974 mol/L
terms beta_n L^n, n=0..4: ['1.0000e+00', '3.7149e+03', '4.3641e+06', '1.6212e+09', '6.0227e+10']
alpha: 6.18526e+10, ln alpha: 24.8480
fractions x_0..x_4: ['1.617e-11', '6.006e-08', '7.056e-05', '2.621e-02', '9.737e-01']
nbar: 3.97365, variance: 0.02580
free Cu2+: 1.6167e-13 mol/L
shift: -0.31920 V
RT ln alpha: 61.597 kJ/mol
slope: -72.048 mV per pH
shift if bound ammonia is neglected, pH 9: -321.27 mV
shift if all ammonia is taken as free NH3: -369.87 mV
highest log10 [Cu2+][OH-]^2, pH 4 to 11: -19.43 at pH 6.00
hydroxide limit with ammonia: pH 11.71
hydroxide limit without ammonia: pH 5.50
largest shift difference, work vs formula: 2.1e-06 mV
largest slope difference: 6.8e-06 mV per pH
largest relative species difference: 3.7e-14
\end{verbatim}
